\section*{Electron localisation on two cerium sites and small polarons in reduced ceria}

\section*{The physical question and the model}

Removing a neutral oxygen atom from ceria leaves two electrons behind, and these can turn two Ce$^{4+}$ ions into Ce$^{3+}$. In ceria used for polishing, this raises a question about the surface: is a Ce$^{3+}$ ion a definite site, or is its extra electron shared with a neighbouring cerium ion?

Consider one of the electrons and two equivalent cerium sites. Let $n_1$ and $n_2$ be the site occupations, with $n_1+n_2=1$. The coordinate $x_i$ describes the outward breathing of the oxygen shell around site $i$. In Hartree atomic units the model is
\begin{equation}
\begin{aligned}
H={}&-t\left(|1\rangle\langle2|+|2\rangle\langle1|\right)-g(x_1n_1+x_2n_2)\\
&+\tfrac12K(x_1^2+x_2^2)+K'x_1x_2+\frac{p_1^2+p_2^2}{2M},
\end{aligned}
\end{equation}
with $t>0$, $g>0$ and $K>|K'|$. The last inequality makes the lattice stable. The coupling $K'$ is kept because neighbouring cerium ions share oxygen ions. In the adiabatic treatment the nuclei are first held fixed and the electron occupies its lower state. Localisation then means that the lowest energy surface has minima with $n_1\ne n_2$. Spin, the 4f orbital multiplet, electron repulsion, attraction to the vacancy and long-range polarisation are left out.

\section*{(a) Which lattice motion matters?}

\textbf{Question.} Separate the lattice motion into independent coordinates. For $t=0$, find the relaxation energy $E_r$ of an electron on one site, and the energy $\Lambda$ needed to move it to the other site with the nuclei held fixed.

\textbf{Solution.} Define $X=(x_1+x_2)/\sqrt2$ and $q=(x_1-x_2)/\sqrt2$. Then $x_1^2+x_2^2=X^2+q^2$ and $x_1x_2=(X^2-q^2)/2$. With $K_\pm=K\pm K'$, the elastic energy is
\begin{equation}
\tfrac12K_+X^2+\tfrac12K_-q^2 .
\end{equation}
The coupling becomes
\begin{equation}
-\frac g{\sqrt2}\left[(X+q)n_1+(X-q)n_2\right]
=-\frac{gX}{\sqrt2}-\frac{gq}{\sqrt2}(n_1-n_2),
\end{equation}
because $n_1+n_2=1$. The coordinate $X$ does not distinguish the sites. Minimising over it gives $X=g/(\sqrt2K_+)$, hence $x_1+x_2=g/K_+$, and the constant energy $-g^2/(4K_+)$.

For $t=0$ and $n_1=1$, minimisation over $q$ gives $q=g/(\sqrt2K_-)$ and the energy $-g^2/(4K_-)$. Therefore
\begin{equation}
E_r=\frac{g^2}{4}\left(\frac1{K_+}+\frac1{K_-}\right).
\end{equation}
Moving the electron at fixed $q$ changes its coupling energy from $-gq/\sqrt2$ to $+gq/\sqrt2$, so
\begin{equation}
\Lambda=\sqrt2\,gq=\frac{g^2}{K_-}.
\end{equation}
The two energies are related by
\begin{equation}
E_r-\frac\Lambda2=\frac{g^2}{4}\left(\frac1{K_+}-\frac1{K_-}\right)
=-\frac{g^2K'}{2K_+K_-}.
\end{equation}
Thus $E_r=\Lambda/2$ if and only if $K'=0$. A shared oxygen ion that moves along its bond away from one cerium ion moves partly towards the other. This favours opposite signs of $x_1$ and $x_2$, which suggests $K'>0$, although other elastic forces also contribute.

\section*{(b) When does the electron localise?}

\textbf{Question.} Find all stationary points of the lowest adiabatic surface, and from them the condition for localisation.

\textbf{Solution.} Put $a=gq/\sqrt2$. In the site basis the electronic matrix is
\begin{equation}
\begin{pmatrix}-a&-t\\-t&a\end{pmatrix},
\end{equation}
with eigenvalues $\pm R$, where $R=\sqrt{t^2+a^2}$. Apart from the constant due to $X$, the lower surface is
\begin{equation}
V(q)=\tfrac12K_-q^2-\sqrt{t^2+\tfrac12g^2q^2}.
\end{equation}
Since $dR/dq=g^2q/(2R)$ and $g^2=K_-\Lambda$,
\begin{equation}
V'(q)=K_-q-\frac{g^2q}{2R}=K_-q\left(1-\frac{\Lambda}{2R}\right).
\label{slope}
\end{equation}
One stationary point is $q=0$. Any other must satisfy $R=\Lambda/2$. Because $R>t$ for $q\ne0$, such points exist if and only if
\begin{equation}
\boxed{\Lambda>2t.}
\end{equation}
They lie at $\pm q_0$, where
\begin{equation}
\frac{g^2q_0^2}{2}=\frac{\Lambda^2}{4}-t^2 .
\end{equation}
For $0<q<q_0$ the bracket in Eq.~\eqref{slope} is negative, and for $q>q_0$ it is positive. The surface is even in $q$, so $\pm q_0$ are minima and $q=0$ is a maximum along $q$. If $\Lambda\le2t$, then $V'>0$ for all $q>0$, and the shared state $q=0$ is the single minimum.

The curvature of the shared state shows the competition directly:
\begin{equation}
V''(0)=K_-\left(1-\frac{\Lambda}{2t}\right).
\label{curvature}
\end{equation}
Hopping stabilises the even superposition, while a lattice distortion lowers one site relative to the other. The comparison involves $\Lambda$, not $E_r$, because part of $E_r$ comes from $X$ and is gained wherever the electron sits.

\section*{(c) How strong is the localisation?}

\textbf{Question.} For $\Lambda>2t$, find the occupations, the electronic gap, the barrier and the vibrational frequency at a minimum.

\textbf{Solution.} Write $m=n_1-n_2$ for the expectation value in the lower electronic state. The matrix contains $-a(n_1-n_2)$ and its lower eigenvalue is $-R$. The derivative of an eigenvalue is the expectation value of the derivative of the matrix, so $-m=-dR/da=-a/R$. At the minima $R=\Lambda/2$, and therefore
\begin{equation}
|m_0|=\frac{\sqrt{\Lambda^2/4-t^2}}{\Lambda/2}
=\sqrt{1-\left(\frac{2t}{\Lambda}\right)^2}.
\end{equation}
The gap is $2R=\Lambda$, independent of $t$ throughout the localised regime. In this symmetric model, the vertical intervalence absorption energy with the nuclei fixed at the minimum is therefore $\Lambda$.

For the barrier, use $K_-/g^2=1/\Lambda$:
\begin{equation}
\tfrac12K_-q_0^2=\frac1\Lambda\left(\frac{\Lambda^2}{4}-t^2\right)
=\frac\Lambda4-\frac{t^2}{\Lambda}.
\end{equation}
Subtracting $R=\Lambda/2$ gives $V(q_0)=-\Lambda/4-t^2/\Lambda$. At the shared geometry $V(0)=-t$. Hence
\begin{equation}
B=V(0)-V(q_0)=\frac\Lambda4-t+\frac{t^2}{\Lambda}
=\frac{(\Lambda-2t)^2}{4\Lambda}.
\end{equation}

Differentiating Eq.~\eqref{slope} at $q_0$, where the bracket vanishes, gives
\begin{equation}
V''(q_0)=K_-q_0\frac{\Lambda}{2R^2}\frac{g^2q_0}{2R}
=K_-\frac{\Lambda}{2R^3}\left(\frac{\Lambda^2}{4}-t^2\right)=K_-m_0^2 .
\end{equation}
With $\omega=\sqrt{K_-/M}$, the frequency in a well is $\omega|m_0|$.

As $t\to0$, the electron sits on one site and $B\to\Lambda/4$. As $2t\to\Lambda$ from below, $m_0$ and $B$ both go continuously to zero. Close to threshold the zero-point energy $\omega|m_0|/2$ can exceed $B$. Two minima on the surface then do not guarantee a localised nuclear state.

\section*{(d) What if the sites are inequivalent?}

\textbf{Question.} A surface and a subsurface cerium ion may differ in energy. Add $\Delta(n_1-n_2)/2$ to $H$, and find when both localised minima survive.

\textbf{Solution.} Put $b=a-\Delta/2$. Since $K_-q^2/2=a^2/\Lambda$, the surface is
\begin{equation}
V=\frac{a^2}{\Lambda}-\sqrt{b^2+t^2},\qquad
m=\frac{b}{\sqrt{b^2+t^2}} .
\end{equation}
The condition $dV/da=0$ gives $a=\Lambda m/2$. From the definition of $m$, $\sqrt{1-m^2}=t/\sqrt{b^2+t^2}$, so $b=tm/\sqrt{1-m^2}$. Using $\Delta=2(a-b)$,
\begin{equation}
\Delta=F(m)=\Lambda m-\frac{2tm}{\sqrt{1-m^2}},\qquad
F'(m)=\Lambda-\frac{2t}{(1-m^2)^{3/2}} .
\end{equation}
$F$ runs from $+\infty$ at $m=-1$ to $-\infty$ at $m=1$. For $\Lambda\le2t$ it decreases throughout, so each $\Delta$ gives one stationary point. For $\Lambda>2t$ it has two turning points $\pm m_c$. With $c=\sqrt{1-m_c^2}$, the condition $F'=0$ gives $c^3=2t/\Lambda$. The bias at the turning point is
\begin{equation}
\Delta_c=m_c\left(\Lambda-\frac{2t}{c}\right)
=\Lambda m_c(1-c^2)=\Lambda m_c^3=\Lambda(1-c^2)^{3/2}.
\end{equation}
For $|\Delta|<\Delta_c$ there are three stationary points. As $V$ rises at large $|a|$, they are two minima with a maximum between them. Bistability therefore requires
\begin{equation}
|\Delta|^{2/3}+(2t)^{2/3}<\Lambda^{2/3}.
\end{equation}
Outside this region a bias can still place most of the electron on one site. That is polarisation by the environment, not a choice between two self-trapped states.

\section*{(e) What changes when the nuclei move quantum mechanically?}

\textbf{Question.} For $\Delta=0$, find the occupations in the exact ground state. Then find how the lowest excitation of the electron coupled to $q$ depends on $\omega$ on each side of the threshold.

\textbf{Solution.} In the site and position basis the hopping element is $-t<0$. Replacing a wavefunction by its absolute value therefore does not raise the energy. The ground state can be chosen positive on both sites and is unique. Exchanging the sites together with $q\to-q$ must return the same state, so $\langle n_1-n_2\rangle=0$. For finite mass and exactly equivalent sites, localisation is thus a matter of lifetime, not of unequal occupations in the ground state. This symmetry is fragile: a bias $|\Delta|$ larger than the tunnelling splitting found below puts the ground state mainly in one well.

The coordinate $X$ is an independent oscillator and is left out of the excitations considered here. If $\Lambda<2t$ and $\omega\to0$, Eq.~\eqref{curvature} gives the excitation energy
\begin{equation}
\Omega=\omega\sqrt{1-\frac{\Lambda}{2t}} .
\end{equation}
At $\Lambda=t$ and $\omega=0.02t$, diagonalisation with both the electron and $q$ treated quantum mechanically gives $0.7107\,\omega$, against $0.7071\,\omega$ from this formula, a difference of 0.5\% relative to the formula.

If $\Lambda>2t$, use $Y=\sqrt{K_-}\,q$. The kinetic energy is $-(\omega^2/2)d^2/dY^2$, so $\omega$ plays the part of Planck's constant. For $\omega\ll t$ the electron follows the nuclei, which then move on the single surface $V$; the result below is the leading form in that limit. Let $\phi$ be the state of the right-hand well. The even and odd combinations $\psi_\pm=[\phi(Y)\pm\phi(-Y)]/\sqrt2$ have energies $E_\pm$. Multiply the equation for $\psi_-$ by $\psi_+$ and that for $\psi_+$ by $\psi_-$, subtract, and integrate over $Y>0$:
\begin{equation}
(E_--E_+)\int_0^\infty\psi_+\psi_-\,dY
=\frac{\omega^2}{2}\psi_+(0)\psi_-'(0).
\end{equation}
The integral is close to $1/2$, while $\psi_+(0)=\sqrt2\phi(0)$ and $\psi_-'(0)=\sqrt2\phi'(0)$. The splitting is therefore $\delta\simeq2\omega^2\phi(0)\phi'(0)$.

Under the barrier write $\phi=A\,e^{-W/\omega}$, with $W$ measured from the well. The leading order of the wave equation gives $|W'|=\sqrt{2[V-V(q_0)]}$. The next order fixes the shape of $A$ independently of $\omega$. Matching to the normalised Gaussian in the well gives $A\propto\omega^{-1/4}$. Differentiating the exponential brings a factor $1/\omega$, so
\begin{equation}
\delta\propto\omega^2\,\omega^{-1/2}\,\omega^{-1}e^{-s/\omega}
=\sqrt\omega\,e^{-s/\omega},\quad
s=\int_{-Y_0}^{Y_0}\!\!\sqrt{2[V-V(q_0)]}\,dY,
\end{equation}
where $Y_0=\sqrt{K_-}\,q_0$. For $\Lambda=4t$, $s=1.0736t$. Between $\omega=0.10t$ and $0.05t$ the predicted logarithm of the splitting ratio is $\tfrac12\ln2+10(1.0736)=11.08$; full diagonalisation gives 11.05.

An equal superposition of the two lowest states starts mainly on one site and reaches the other after a time $\pi/\delta$. Heavy nuclei make this time exponentially long.

\section*{(f) Is the same condition enough in a crystal?}

\textbf{Question.} Take the face-centred cubic cerium sublattice with one s-like orbital per site, hopping $-t$ to 12 neighbours and independent oscillators. Compare the energies of the extended state and the small polaron.

\textbf{Solution.} Now $K'=0$ and $E_p=g^2/(2K)=\Lambda/2$. For site densities $\rho_i$, minimisation gives $x_i=g\rho_i/K$ and the lattice contribution $-E_p\sum_i\rho_i^2$. A uniform state on $N$ sites has energy $-12t-E_p/N$, which tends to $-12t$.

For the polaron, first fix the lattice distortion of a fully localised electron. The elastic energy is $E_p$ and the site energy is $-2E_p$, so the total is $-E_p$. A hop to a neighbour costs $2E_p$. Second-order perturbation theory gives $-12t^2/(2E_p)$. In third order the electron goes round a triangle. Each of the 12 neighbours shares four neighbours with the central site, which makes 48 closed paths, each contributing $(-t)^3/(2E_p)^2$. Hence
\begin{equation}
E_{\rm pol}=-E_p-\frac{12t^2}{2E_p}-\frac{48t^3}{(2E_p)^2}+O(t^4/E_p^3).
\end{equation}
Readjusting the lattice does not alter the terms shown. The densities change by order $t^2/E_p^2$, and the energy gained is quadratic in that change.

Keeping the second-order term, $E_{\rm pol}=-12t$ becomes $E_p^2-12tE_p+6t^2=0$. The relevant root is $E_p=(6+\sqrt{30})t\simeq11.5t$. The self-consistent calculation gives $E_p=11.33t$, so the small polaron lies below the extended state when
\begin{equation}
\Lambda>22.7\,t .
\end{equation}
At the crossing 96\% of the electron is on the central site. In this model the two competing states are thus very different where their energies meet, whereas the pair localises gradually. This crystal demands more because the extended electron gains hopping energy from 12 neighbours and no state of intermediate size lies lower at the crossing. The dimension matters as well as the number of neighbours: on a chain, a localised state spread over several sites already lies $0.02t$ below the band bottom at $\Lambda=t$. The number belongs to this orbital model with $t>0$: for negative $t$ the uniform state is no longer at the bottom of the band.

\section*{(g) What do the numbers say?}

\textbf{Question.} Apply the results to the round model parameters $t=0.004$ and $\omega=0.002$ hartree, $g=0.06$ hartree/bohr, $K=0.12$ and $K'=0.03$ hartree/bohr$^2$. They are not fitted to ceria.

\textbf{Solution.} Here $K_-=0.09$ and $K_+=0.15$ hartree/bohr$^2$. Thus
\begin{equation}
\Lambda=\frac{0.06^2}{0.09}=0.040\ \text{hartree}=1.09\ \text{eV},
\qquad \frac{\Lambda}{2t}=5 .
\end{equation}
The pair localises, with $m_0=\sqrt{1-0.2^2}=0.980$ and 99\% of the electron on one site. The shell displacements are $x_1=0.527$ and $x_2=-0.127$ bohr: one shell expands and the other contracts. The parameters imply $M=K_-/\omega^2\simeq12$ atomic mass units, near the mass of one oxygen ion and not of eight, so $x_i$ is a collective coordinate. If it is normalised over the eight neighbours, $x_1$ lengthens each bond by $0.527/\sqrt8\simeq0.19$ bohr. The barrier is
\begin{equation}
B=\frac{(0.040-0.008)^2}{4(0.040)}=0.0064\ \text{hartree}=0.174\ \text{eV},
\end{equation}
which is 6.7 times the thermal energy at 300 K. Both minima survive a site bias up to 0.0214 hartree, or 0.58 eV.

Full diagonalisation gives a tunnelling splitting of $7.1\times10^{-7}$ hartree and a transfer time of 107 ps for the isolated pair. Halving $\omega$ at fixed stiffness, which means four times the mass, lengthens this to about $0.94\ \mu$s. These are coherent times without a thermal environment, not hopping rates in a solid. They also need sites that are equivalent to well within the splitting: for $\omega=0.002$ hartree a bias of $10^{-5}$ hartree (0.27 meV) already gives $|n_1-n_2|=0.97$ in the exact ground state.

The value $t=0.018$ hartree separates the condition $t<\Lambda/2$ from the condition $t<E_r$, which would be the same for $K'=0$. It exceeds $E_r=0.016$ hartree but is below $\Lambda/2=0.020$ hartree. The surface still has two minima of equal energy with unequal site occupations, $|m_0|=0.436$. Their barrier is only $(0.004)^2/0.16=0.0001$ hartree, below the zero-point energy $0.002(0.436)/2\simeq0.0004$ hartree. This is the case foreseen in part (c): the surface is bistable, but the barrier is too low to hold the nuclei in one well.

For the original $t$, the pair has $\Lambda/t=10$, which satisfies the pair condition. The crystal condition was derived for independent oscillators, so compare with a crystal that has $K'=0$ and the same $\Lambda=0.040$ hartree. There $\Lambda/t=10$ is not enough, and the polaron is favoured only for $t$ below about 0.0018 hartree. There $\omega$ is about one tenth of the hopping energy $12t$. Nuclear motion lowers the extended state by roughly $t$ in a second-order estimate, so the static-lattice threshold is uncertain by some ten per cent.

For an electron confined to two neighbouring cerium ions, the pair condition tells whether the energy surface has two localised minima. A distinct Ce$^{3+}$ site also needs a barrier high enough to hold the nuclei in one well. The crystal condition compares a localised electron with one spread through the sublattice, but only for one s-like orbital per site and independent oscillators. Its number should not be carried over to the 4f electrons of ceria. A surface Ce$^{3+}$ ion can be treated as a definite chemical site during polishing if its electron stays there longer than the surface reaction takes. The model shows how the barrier that holds the electron arises, but it does not give the residence time in ceria, the reaction time or a removal rate. The values used here are listed in the numerical output.

\section*{Computed values}
\begin{verbatim}
hopping t = 0.0040 hartree
coupling g = 0.060 hartree/bohr
stiffness K = 0.120, coupling K' = 0.030 hartree/bohr^2
relative-mode frequency omega = 0.0020 hartree
Lambda = 0.04000 hartree = 1.0885 eV
single-site relaxation energy = 0.01600 hartree
critical hopping Lambda/2 = 0.02000 hartree
ratio Lambda/(2t) = 5.000 (no unit)
x1 at minimum = 0.5266 bohr
x2 at minimum = -0.1266 bohr
occupation difference n1-n2 = 0.9798 (no unit)
occupation n1 = 0.9899 (no unit)
electronic gap at minimum = 0.04000 hartree
barrier = 0.006400 hartree = 0.1742 eV
barrier/kT at 300 K = 6.737 (no unit)
n1-n2 at t = 0.99 Lambda/2: 0.1411 (no unit)
|n1-n2| at t = 1.01 Lambda/2: 0.0000 (no unit)
n1-n2 at t = 0.018 hartree: 0.4359 (no unit)
bias limit = 0.02135 hartree = 0.5810 eV
minima at 0.98 and 1.02 of bias limit: 2, 1
exact ground |n1-n2| = 0.000000 (no unit)
tunnelling splitting = 7.1017e-07 hartree
isolated-pair transfer time = 107 ps
splitting at omega/2 = 8.0572e-11 hartree
transfer time at omega/2 = 9.432e+05 ps
soft-mode ratio, Lambda=t, omega=0.02t: exact 0.7107, formula 0.7071
barrier action s, Lambda=4t: 1.0736 (units of t)
log splitting ratio, omega=0.10t and 0.05t: exact 11.047, action 11.082
fcc polaron energy at E_p=24t: -24.2745 t, series -24.2708 t
fcc extended-state energy = -12.000 t
fcc crossing E_p/t = 11.329 (no unit)
fcc crossing Lambda/t = 22.659 (no unit)
central-site weight at crossing = 0.9595 (no unit)
example Lambda/t = 10.000 (no unit)
largest t for fcc polaron at this Lambda = 0.00177 hartree
\end{verbatim}
